# Resonant sound-velocity increase in a glass between 0.1 and 1 K: a numerical check

```python
# Result under test: the resonant response of tunnelling systems in a glass gives
#   [v(T2) - v(T1)]/v = C ln(T2/T1)   for hbar*omega << kB*T, without relaxation.
# Symbols: Delta = asymmetry, Delta0 = tunnel splitting, E = sqrt(Delta^2+Delta0^2),
#   gamma = half the change of Delta per unit strain, density of systems Pbar/Delta0
#   with Delta >= 0, C = Pbar gamma^2/(rho v^2), tau = relaxation time of a system.
# Energies divided by kB are in kelvin where the name ends in _K.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.special import digamma, zeta

kB, hbar, h, eV = const.k, const.hbar, const.h, const.e
C = 3e-4
T1, T2 = 0.1, 1.0
rho, v_l, v_t = 2200.0, 5800.0, 3800.0
gamma_l, gamma_t = 1.0 * eV, 0.65 * eV
freq = 500e6
branches = [(gamma_l, v_l, 1), (gamma_t, v_t, 2)]
log_law = np.log(T2 / T1)

# ---------- one tunnelling system: responses to x = gamma*strain ----------
sz = np.array([[1.0, 0.0], [0.0, -1.0]])
sx = np.array([[0.0, 1.0], [1.0, 0.0]])


def levels(D, D0, x):
    return np.linalg.eigvalsh(0.5 * ((D + 2 * x) * sz + D0 * sx))


def resonant_response(D, D0, T, w):
    E = np.hypot(D, D0)
    return -2 * (D0 / E) ** 2 * E * np.tanh(E / (2 * T)) / (E**2 - w**2)


def relaxation_response(D, D0, T):
    E = np.hypot(D, D0)
    return -(D / E) ** 2 / np.cosh(E / (2 * T)) ** 2 / T


for D, D0, T in [(0.8, 0.5, 0.4), (0.3, 1.1, 0.9)]:
    step = 1e-3
    weights = np.exp(-levels(D, D0, 0.0) / T)
    weights /= weights.sum()
    fixed = [weights @ levels(D, D0, s * step) for s in (-1, 0, 1)]
    free = [-T * np.log(np.exp(-levels(D, D0, s * step) / T).sum())
            for s in (-1, 0, 1)]
    curv_fixed = (fixed[0] - 2 * fixed[1] + fixed[2]) / step**2
    curv_free = (free[0] - 2 * free[1] + free[2]) / step**2
    res0 = resonant_response(D, D0, T, 0.0)
    assert abs(curv_fixed - res0) < 2e-5
    assert abs(curv_free - res0 - relaxation_response(D, D0, T)) < 2e-5
    # driven von Neumann equation, first order in the drive
    H = 0.5 * (D * sz + D0 * sx)
    rho0 = expm(-H / T)
    rho0 /= np.trace(rho0)
    w = 0.3
    L0 = np.kron(H, np.eye(2)) - np.kron(np.eye(2), H.T)
    source = (sz @ rho0 - rho0 @ sz).reshape(-1)
    rho1 = np.linalg.solve(w * np.eye(4) - L0, source).reshape(2, 2)
    assert abs(np.trace(sz @ rho1) - resonant_response(D, D0, T, w)) < 1e-10

# ---------- ensemble: direct double sum over Delta and Delta0 ----------
dlog = 0.05
log_grid = np.arange(-20.0, 4.1, dlog)
Dg, D0g = np.meshgrid(np.exp(log_grid), np.exp(log_grid), indexing="ij")
Eg = np.hypot(Dg, D0g)


def direct_resonant(Ta, Tb):
    # half of the modulus change; measure dDelta dDelta0/Delta0 = Delta dlog dlog
    diff = np.tanh(Eg / (2 * Tb)) - np.tanh(Eg / (2 * Ta))
    return -0.5 * np.sum(Dg * 2 * D0g**2 / Eg**3 * diff) * dlog**2


direct_log = direct_resonant(T1, T2)
assert abs(direct_log - log_law) < 1e-5
assert abs(direct_resonant(0.2, 0.5) - np.log(2.5)) < 1e-5


# ---------- finite frequency ----------
def resonant_change(f, Ta, Tb):
    w_K = h * f / kB
    psi = [digamma(0.5 + 1j * w_K / (2 * np.pi * T)).real for T in (Ta, Tb)]
    return np.log(Tb / Ta) + psi[1] - psi[0]


def resonant_by_quadrature(f, Ta, Tb):
    w_K = h * f / kB

    def top(E):
        return E * (np.tanh(E / (2 * Ta)) - np.tanh(E / (2 * Tb))) / (E + w_K)
    near = quad(top, 0, 4 * w_K, weight="cauchy", wvar=w_K)[0]
    edges = [4 * w_K, 4 * w_K + 1, 4 * w_K + 8, 60.0]
    far = sum(quad(lambda E: top(E) / (E - w_K), a, b, limit=200)[0]
              for a, b in zip(edges[:-1], edges[1:]))
    return near + far


for f in (freq, 5e9):
    assert abs(resonant_by_quadrature(f, T1, T2) - resonant_change(f, T1, T2)) < 1e-6
y1, y2 = [h * freq / (2 * np.pi * kB * T) for T in (T1, T2)]
finite_freq = resonant_change(freq, T1, T2) - log_law
leading = -7 * zeta(3) * (y1**2 - y2**2)
assert abs(leading / finite_freq - 1) < 0.02


# ---------- one-phonon relaxation rate for Delta0 = E ----------
def max_rate(E, T, modes):
    strength = sum(n * g**2 / v**5 for g, v, n in modes)
    return E**3 * strength / (2 * np.pi * rho * hbar**4) / np.tanh(E / (2 * kB * T))


# explicit golden-rule sum over plane waves in a periodic box, one branch
n_axis = np.arange(-35, 36)
r = np.sqrt(n_axis[:, None, None]**2 + n_axis[None, :, None]**2
            + n_axis[None, None, :]**2).ravel()
r = r[r > 0]
E_test, r0 = kB * 1.0, 25.0
unit_k = E_test / (hbar * v_l) / r0
volume = (2 * np.pi / unit_k) ** 3
k = r * unit_k
delta_E = np.exp(-0.5 * (r - r0)**2) / np.sqrt(2 * np.pi) / (hbar * v_l * unit_k)
element_sq = gamma_l**2 * k**2 * hbar / (2 * rho * volume * v_l * k)
bose = 1 / np.expm1(E_test / (kB * 1.0))
box_rate = 2 * np.pi / hbar * np.sum(element_sq * delta_E) * (2 * bose + 1)
# tolerance covers the finite width of the smoothed delta function
assert abs(box_rate / max_rate(E_test, 1.0, branches[:1]) - 1) < 0.01

# in-phase response of a relaxing population, by time integration
w_tau = 0.7
period = 2 * np.pi / w_tau
times = 30.0 + np.arange(400) * period / 400
sol = solve_ivp(lambda t, n: np.cos(w_tau * t) - n, (0, 30.0 + period), [0.0],
                t_eval=times, rtol=1e-9, atol=1e-11)
in_phase = 2 * np.mean(sol.y[0] * np.cos(w_tau * times))
assert abs(in_phase - 1 / (1 + w_tau**2)) < 1e-6

# ---------- relaxation part of dv/v, divided by C ----------
lx = np.arange(-14.0, 4.2, 0.05)
x_grid = np.exp(lx)[:, None]
z = np.arange(0.0, 40.0, 0.02)[None, :]
u4 = np.cosh(z) ** -4.0          # (Delta0/E)^4 with Delta0/E = 1/cosh(z)


def sech2_half(x):
    return 4 * np.exp(-x) / (1 + np.exp(-x)) ** 2


def relaxation_part(f, T, modes):
    a = 2 * np.pi * f / max_rate(x_grid * kB * T, T, modes)
    angular = np.sum(np.tanh(z)**2 * u4 / (u4 + a**2), axis=1) * 0.02
    xs = x_grid[:, 0]
    return -0.5 * np.sum(xs * sech2_half(xs) * angular) * 0.05


def relaxation_change(f, modes=branches):
    return relaxation_part(f, T2, modes) - relaxation_part(f, T1, modes)


rate_g = max_rate(Eg * kB, T2, branches) * (D0g / Eg) ** 2
direct_relax = -0.5 * np.sum(Dg * (Dg / Eg)**2 * sech2_half(Eg / T2) / T2
                             / (1 + (2 * np.pi * freq / rate_g)**2)) * dlog**2
assert abs(direct_relax / relaxation_part(freq, T2, branches) - 1) < 1e-4
slow = [relaxation_part(1e-3, T, branches) for T in (1.0, 2.0)]
slow_slope = (slow[1] - slow[0]) / np.log(2.0)
assert abs(slow_slope + 1.5) < 1e-3

# ---------- worked example and neglected effects ----------
increase = C * log_law
relax = relaxation_change(freq)
stronger = [(1.2 * g, v, n) for g, v, n in branches]
relax_strong = relaxation_change(freq, stronger)
total = log_law + finite_freq + relax
cut_K = 10.0
cutoff = -quad(lambda E: (np.tanh(E / (2 * T1)) - np.tanh(E / (2 * T2))) / E,
               cut_K, 60.0)[0]
phonon_u = np.pi**2 * (kB * T2)**4 / (30 * hbar**3) * (1 / v_l**3 + 2 / v_t**3)
assert abs(increase - 7e-4) < 0.5e-4
assert abs(total / log_law - 1) < 0.05
assert log_law + relaxation_change(1e4) < 0

print(f"Tunnelling strength C = {C:.1e}")
print(f"Temperatures = {T1:.1f} K and {T2:.1f} K")
print(f"ln(T2/T1) = {log_law:.4f}")
print(f"Direct double sum for the same factor = {direct_log:.4f}")
print(f"Resonant fractional increase C ln(T2/T1) = {increase:.3e}")
for T in (0.2, 0.5, 1.0):
    print(f"  increase from 0.1 K to {T:.1f} K = {C * np.log(T / T1):.3e}")
print(f"Density = {rho:.0f} kg/m3; v_l = {v_l:.0f} m/s; v_t = {v_t:.0f} m/s")
print(f"Couplings: longitudinal {gamma_l/eV:.2f} eV, transverse {gamma_t/eV:.2f} eV")
print(f"Velocity increase = {increase * v_l:.2f} m/s")
print(f"Implied Pbar = {C * rho * v_l**2 / gamma_l**2:.2e} 1/(J m3)")
print(f"Acoustic frequency = {freq/1e6:.0f} MHz")
print(f"h f/kB = {h * freq / kB:.4f} K")
print(f"h f/(kB T) at 0.1 K = {h * freq / (kB * T1):.3f}")
print(f"y = h f/(2 pi kB T) at 0.1 K = {y1:.4f}")
for T in (T1, T2):
    rate = max_rate(kB * T, T, branches)
    print(f"Largest rate at E = kB T, {T:.1f} K = {rate:.2e} 1/s; "
          f"omega tau = {2 * np.pi * freq / rate:.3g}")
rate3 = max_rate(3 * kB * T2, T2, branches)
print(f"Largest rate at E = 3 kB T, 1.0 K = {rate3:.2e} 1/s; "
      f"omega tau = {2 * np.pi * freq / rate3:.3g}")
print(f"Finite-frequency correction to dv/v = {C * finite_freq:.2e}")
print(f"  its leading term = {C * leading:.2e}")
print(f"Relaxation correction to dv/v = {C * relax:.2e}")
print(f"  with couplings 20% larger, C fixed = {C * relax_strong:.2e}")
print(f"Correction for energy cutoff at {cut_K:.0f} K = {C * cutoff:.1e}")
print(f"Thermal phonon energy/(rho v_l^2) at 1 K = {phonon_u/(rho*v_l**2):.1e}")
print(f"Increase with frequency and relaxation terms = {C * total:.3e}")
print(f"  relative to the logarithmic law = {100 * (total/log_law - 1):.2f} %")
print(f"Slow-wave relaxation slope d(dv/v)/d(ln T) / C = {slow_slope:.4f}")
print("Change of dv/v from 0.1 to 1 K: resonant, relaxation, total")
for f in (1e4, 1e6, 1e8, 5e8, 1e9, 5e9):
    a, b = C * resonant_change(f, T1, T2), C * relaxation_change(f)
    print(f"  {f/1e6:8.2f} MHz: {a:.3e}, {b:.3e}, {a + b:.3e}")
print("verified")
```

Output:

```
Tunnelling strength C = 3.0e-04
Temperatures = 0.1 K and 1.0 K
ln(T2/T1) = 2.3026
Direct double sum for the same factor = 2.3026
Resonant fractional increase C ln(T2/T1) = 6.908e-04
  increase from 0.1 K to 0.2 K = 2.079e-04
  increase from 0.1 K to 0.5 K = 4.828e-04
  increase from 0.1 K to 1.0 K = 6.908e-04
Density = 2200 kg/m3; v_l = 5800 m/s; v_t = 3800 m/s
Couplings: longitudinal 1.00 eV, transverse 0.65 eV
Velocity increase = 4.01 m/s
Implied Pbar = 8.65e+44 1/(J m3)
Acoustic frequency = 500 MHz
h f/kB = 0.0240 K
h f/(kB T) at 0.1 K = 0.240
y = h f/(2 pi kB T) at 0.1 K = 0.0382
Largest rate at E = kB T, 0.1 K = 1.04e+05 1/s; omega tau = 3.01e+04
Largest rate at E = kB T, 1.0 K = 1.04e+08 1/s; omega tau = 30.1
Largest rate at E = 3 kB T, 1.0 K = 1.44e+09 1/s; omega tau = 2.19
Finite-frequency correction to dv/v = -3.62e-06
  its leading term = -3.65e-06
Relaxation correction to dv/v = -4.23e-06
  with couplings 20% larger, C fixed = -6.69e-06
Correction for energy cutoff at 10 K = -2.5e-09
Thermal phonon energy/(rho v_l^2) at 1 K = 5.7e-12
Increase with frequency and relaxation terms = 6.829e-04
  relative to the logarithmic law = -1.14 %
Slow-wave relaxation slope d(dv/v)/d(ln T) / C = -1.5000
Change of dv/v from 0.1 to 1 K: resonant, relaxation, total
      0.01 MHz: 6.908e-04, -8.660e-04, -1.752e-04
      1.00 MHz: 6.908e-04, -3.684e-04, 3.224e-04
    100.00 MHz: 6.906e-04, -2.549e-05, 6.651e-04
    500.00 MHz: 6.872e-04, -4.234e-06, 6.829e-04
   1000.00 MHz: 6.765e-04, -1.627e-06, 6.749e-04
   5000.00 MHz: 4.561e-04, -1.159e-07, 4.560e-04
verified
```
